# Cusp conditions at finite nuclear mass and the cross-gradient term: a numerical check

```python
"""Cusp slopes of a nucleus (mass M, charge Z e) with two electrons (mass m).

Result under test, with mu = m M/(m+M) and a0 the Bohr radius:
  electron-nucleus slope  = -Z (mu/m)/a0   (follows the reduced mass)
  electron-electron slope = 1/(2 a0)       (independent of M)
The second needs the term -(hbar^2/M) grad1.grad2 in nucleus-centred
coordinates. 'lam' multiplies that term: 1 is the true Hamiltonian, 0 drops it.
An antisymmetric pair has the factor 1 + r12/(4 a0) on its linear term.
Internally m = hbar = e^2/(4 pi eps0) = 1; printed slopes are in 1/nm.
The variational basis contains powers of all distances but imposes no cusp.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_laguerre, eval_genlaguerre

Z = 2
ORDER = 16          # largest total polynomial degree in the basis
coulomb = const.e**2 / (4 * const.pi * const.epsilon_0)
a0 = const.hbar**2 / (const.m_e * coulomb)
to_nm = 1e-9 / a0   # converts a slope in 1/a0 to 1/nm
hartree_eV = coulomb / a0 / const.e


def predicted_slope(pair_mass, charge_product):
    """Cusp slope in 1/nm; pair_mass is in units of the electron mass."""
    return (pair_mass * const.m_e * charge_product * coulomb
            / const.hbar**2 * 1e-9)


# ---- Kinetic operators derived from laboratory coordinates ----
x0, x1, x2, x3, k1, k2, k3 = sp.symbols('x0 x1 x2 x3 k1 k2 k3')
m, M = sp.symbols('m M', positive=True)
mu_sym = m * M / (m + M)


def lab_symbol(exponent):
    """Sum of second derivatives over masses, acting on exp(exponent)."""
    wave = sp.exp(exponent)
    total = sum(sp.diff(wave, x, 2) for x in (x1, x2, x3)) / m
    return sp.simplify((total + sp.diff(wave, x0, 2) / M) / wave)


centred = lab_symbol(k1*(x1-x0) + k2*(x2-x0) + k3*(x3-x0))
formula = (k1**2+k2**2+k3**2)/mu_sym + 2*(k1*k2+k1*k3+k2*k3)/M
assert sp.simplify(centred - formula) == 0
pair = lab_symbol(k1*(x1-x2) + k2*((x1+x2)/2-x0) + k3*(x3-x0))
formula = (2*k1**2/m + (1/(2*m)+1/M)*k2**2 + k3**2/mu_sym + 2*k2*k3/M)
assert sp.simplify(pair - formula) == 0

# ---- Which derivatives are singular at which coalescence ----
A = sp.symbols('a1:4', real=True)
B = sp.symbols('b1:4', real=True)
decay, growth = sp.Rational(8, 5), sp.Rational(1, 2)
dist = [sp.sqrt(sum(q**2 for q in vec))
        for vec in (A, B, [p-q for p, q in zip(A, B)])]
trial = sp.exp(-decay*(dist[0]+dist[1]) + growth*dist[2])
lap1 = sum(sp.diff(trial, p, 2) for p in A) / trial
cross12 = sum(sp.diff(trial, p, q) for p, q in zip(A, B)) / trial
evaluate = sp.lambdify(A + B, [lap1, cross12], 'numpy')
direction = np.array([2., -1., 2.]) / 3
other = np.array([0.7, 0.4, -0.3])
gap = 1e-5
at_nucleus = gap*np.array(evaluate(*(gap*direction), *other))
at_pair = gap*np.array(evaluate(*(other+gap*direction), *other))
assert np.allclose(at_nucleus, [-2*float(decay), 0], atol=1e-3)
assert np.allclose(at_pair, [2*float(growth), -2*float(growth)], atol=1e-3)


# ---- Three-body variational problem in perimetric coordinates ----
def laguerre(x):
    n = np.arange(ORDER + 1)[:, None]
    value = eval_laguerre(n, x)
    slope = np.zeros_like(value)
    slope[1:] = -eval_genlaguerre(n[1:] - 1, 1.0, x)
    return value, slope


def labels(sign):
    return np.array([(a, b, c) for a in range(ORDER+1)
                     for b in range(a if sign > 0 else a+1, ORDER+1)
                     for c in range(ORDER+1) if a+b+c <= ORDER]).T


def basis(r1, r2, r12, sign, gradients=False):
    """Polynomial factors; the common factor exp(-r1-r2) is left out."""
    a, b, c = labels(sign)
    U, dU = laguerre(r2 + r12 - r1)
    V, dV = laguerre(r1 + r12 - r2)
    W, dW = laguerre(2*(r1 + r2 - r12))
    both = U[a]*V[b] + sign*U[b]*V[a]
    value = both*W[c]
    if not gradients:
        return value
    gu = (dU[a]*V[b] + sign*dU[b]*V[a])*W[c] - value/2
    gv = (U[a]*dV[b] + sign*U[b]*dV[a])*W[c] - value/2
    gw = 2*both*dW[c] - value
    return value, gv-gu+gw, gu-gv+gw, gu+gv-gw


def matrices(sign):
    """Integrals at unit exponent; Gauss-Laguerre is exact for them."""
    node, weight = np.polynomial.laguerre.laggauss(ORDER + 3)
    u, v, w = [g.ravel() for g in np.meshgrid(node, node, node)]
    wt = np.prod([g.ravel() for g in np.meshgrid(weight, weight, weight)],
                 axis=0)
    r1, r2, r12 = (v + w/2)/2, (u + w/2)/2, (u + v)/2
    wt = wt*r1*r2*r12
    f, f1, f2, f12 = basis(r1, r2, r12, sign, True)
    cosine = np.clip((r1**2 + r2**2 - r12**2)/(2*r1*r2), -1, 1)
    e1 = (np.ones_like(r1), np.zeros_like(r1))
    e2 = (cosine, np.sqrt(1 - cosine**2))
    diagonal, mixed = 0, 0
    for p, q in zip(e1, e2):
        along = (r1*p - r2*q)/r12
        g1 = f1*p + f12*along
        g2 = f2*q - f12*along
        diagonal = diagonal + (g1*wt) @ g1.T + (g2*wt) @ g2.T
        product = (g1*wt) @ g2.T
        mixed = mixed + product + product.T
    return dict(sign=sign, S=(f*wt) @ f.T, diagonal=diagonal, mixed=mixed,
                nuclear=(f*(wt*(1/r1+1/r2))) @ f.T,
                repulsion=(f*(wt/r12)) @ f.T)


def solve(mats, mass, lam=1.0, scale=1.0, limit=ORDER, repel=1.0):
    """Lowest state: energy, ratio V/T, and the wavefunction."""
    mu = mass/(1 + mass)
    alpha = scale*Z*mu
    keep = np.flatnonzero(labels(mats['sign']).sum(axis=0) <= limit)
    sub = np.ix_(keep, keep)
    T = alpha**2*(mats['diagonal']/(2*mu) + lam*mats['mixed']/(2*mass))[sub]
    V = alpha*(repel*mats['repulsion'] - Z*mats['nuclear'])[sub]
    energy, vec = eigh(T + V, mats['S'][sub], subset_by_index=[0, 0])
    vec = vec[:, 0]
    coef = np.zeros(len(mats['S']))
    coef[keep] = vec

    def psi(r1, r2, r12):
        poly = coef @ basis(alpha*r1, alpha*r2, alpha*r12, mats['sign'])
        return poly*np.exp(-alpha*(r1 + r2))
    return energy[0], (vec @ V @ vec)/(vec @ T @ vec), psi


# ---- Slopes from the definition: average over directions ----
cosines, cos_weights = np.polynomial.legendre.leggauss(16)
one = np.ones_like(cosines)


def mean_nucleus(psi, r, h):
    return cos_weights @ psi(h*one, r*one,
                             np.sqrt(r*r + h*h - 2*r*h*cosines))/2


def mean_pair(psi, r, h):
    return cos_weights @ psi(np.sqrt(r*r + h*h/4 + r*h*cosines),
                             np.sqrt(r*r + h*h/4 - r*h*cosines), h*one)/2


def mean_pair_one_fixed(psi, r, h):
    return cos_weights @ psi(np.sqrt(r*r + h*h + 2*r*h*cosines),
                             r*one, h*one)/2


def log_slope(mean, psi, r, h=1e-3):
    f0, f1, f2 = [mean(psi, r, n*h) for n in range(3)]
    return (-3*f0 + 4*f1 - f2)/(2*h*f0)*to_nm


def antisymmetric_slope(psi, r):
    h = 0.01*np.arange(1, 5)
    reduced = psi(r + h/2, r - h/2, h)/h
    fit = np.polyfit(h, reduced, 3)
    return fit[-2]/fit[-1]*to_nm


even = matrices(+1)
mass = 4.0
mu = mass/(1 + mass)
near, far = 20e-12/a0, 40e-12/a0

# Without repulsion and cross term two hydrogen-like energies must add up.
energy_free, _, _ = solve(even, mass, lam=0.0, repel=0.0)
assert abs(energy_free + Z**2*mu) < 1e-8

print(f"Bohr radius a0 = {a0*1e12:.4f} pm")
print(f"1/a0 = {to_nm:.4f} 1/nm")
print(f"Model: Z = {Z}, M/m = {mass:.0f}, mu/m = {mu:.4f}")
print(f"Basis functions, symmetric states: {len(even['S'])}")
print("Distance times derivative over psi, trial function, units 1/a0:")
print(f"  at nucleus: Laplacian {at_nucleus[0]:.4f}, "
      f"cross-gradient {at_nucleus[1]:.4f}")
print(f"  at electron pair: Laplacian {at_pair[0]:.4f}, "
      f"cross-gradient {at_pair[1]:.4f}")

# Tolerance 1 percent: pointwise slopes converge more slowly than energies.
print("Effect of the cross-gradient factor lam at M/m = 4:")
for lam in (0.0, 0.5, 1.0):
    energy, virial, psi = solve(even, mass, lam)
    assert abs(virial + 2) < 1e-5
    want_en = predicted_slope(mu, -Z)
    want_ee = predicted_slope(0.5/(1/mu - lam/mass), 1)
    print(f" lam = {lam:.1f}: energy {energy*hartree_eV:.5f} eV")
    print(f"  formula: e-n {want_en:.4f}, e-e {want_ee:.4f} 1/nm")
    for r, name in ((near, 20), (far, 40)):
        en = log_slope(mean_nucleus, psi, r)
        ee = log_slope(mean_pair, psi, r)
        fixed = log_slope(mean_pair_one_fixed, psi, r)
        print(f"  measured, r = {name} pm: e-n {en:.4f}, e-e {ee:.4f} 1/nm")
        assert abs(en/want_en - 1) < 0.01
        assert abs(ee/want_ee - 1) < 0.01
        assert abs(fixed/ee - 1) < 1e-4
    if lam == 1.0:
        print(f"  main result at 40 pm in 1/a0: e-n {en/to_nm:.4f}, "
              f"e-e {ee/to_nm:.4f}")

print("Convergence of the true e-e slope at 40 pm (M/m = 4):")
for limit in (8, 12, 16):
    _, _, psi = solve(even, mass, limit=limit)
    print(f"  degree {limit}: {log_slope(mean_pair, psi, far):.4f} 1/nm")

print("Dependence on nuclear mass, true Hamiltonian, r = 40 pm:")
for ratio in (1.0, 4.0, 20.0):
    _, virial, psi = solve(even, ratio)
    reduced = ratio/(1 + ratio)
    en = log_slope(mean_nucleus, psi, far)
    ee = log_slope(mean_pair, psi, far)
    want_en = predicted_slope(reduced, -Z)
    print(f"  M/m = {ratio:.0f}, mu/m = {reduced:.4f}: e-n {en:.4f} "
          f"(formula {want_en:.4f}), e-e {ee:.4f} 1/nm")
    assert abs(virial + 2) < 1e-5
    assert abs(en/want_en - 1) < 0.01
    assert abs(ee/predicted_slope(0.5, 1) - 1) < 0.01

del even
odd = matrices(-1)
print("Antisymmetric pair at M/m = 4, centre at 40 pm:")
for lam in (0.0, 1.0):
    energy, virial, psi = solve(odd, mass, lam, scale=0.7)
    got = antisymmetric_slope(psi, far)
    want = predicted_slope(0.5/(1/mu - lam/mass), 1)/2
    print(f"  lam = {lam:.0f}: energy {energy*hartree_eV:.5f} eV, "
          f"slope {got:.4f} 1/nm (formula {want:.4f})")
    assert abs(virial + 2) < 1e-4
    # A ratio of second to first derivatives: basis error is larger here.
    assert abs(got/want - 1) < 0.03

print("no test failed")
```

Running it gives:

```
Bohr radius a0 = 52.9177 pm
1/a0 = 18.8973 1/nm
Model: Z = 2, M/m = 4, mu/m = 0.8000
Basis functions, symmetric states: 525
Distance times derivative over psi, trial function, units 1/a0:
  at nucleus: Laplacian -3.2000, cross-gradient -0.0000
  at electron pair: Laplacian 1.0000, cross-gradient -1.0000
Effect of the cross-gradient factor lam at M/m = 4:
 lam = 0.0: energy -63.21149 eV
  formula: e-n -30.2356, e-e 7.5589 1/nm
  measured, r = 20 pm: e-n -30.2327, e-e 7.5517 1/nm
  measured, r = 40 pm: e-n -30.2313, e-e 7.5583 1/nm
 lam = 0.5: energy -62.96561 eV
  formula: e-n -30.2356, e-e 8.3988 1/nm
  measured, r = 20 pm: e-n -30.2284, e-e 8.3940 1/nm
  measured, r = 40 pm: e-n -30.2344, e-e 8.3980 1/nm
 lam = 1.0: energy -62.91641 eV
  formula: e-n -30.2356, e-e 9.4486 1/nm
  measured, r = 20 pm: e-n -30.2242, e-e 9.4483 1/nm
  measured, r = 40 pm: e-n -30.2360, e-e 9.4469 1/nm
  main result at 40 pm in 1/a0: e-n -1.6000, e-e 0.4999
Convergence of the true e-e slope at 40 pm (M/m = 4):
  degree 8: 9.4669 1/nm
  degree 12: 9.4412 1/nm
  degree 16: 9.4469 1/nm
Dependence on nuclear mass, true Hamiltonian, r = 40 pm:
  M/m = 1, mu/m = 0.5000: e-n -18.8928 (formula -18.8973), e-e 9.4553 1/nm
  M/m = 4, mu/m = 0.8000: e-n -30.2360 (formula -30.2356), e-e 9.4469 1/nm
  M/m = 20, mu/m = 0.9524: e-n -35.9930 (formula -35.9948), e-e 9.4486 1/nm
Antisymmetric pair at M/m = 4, centre at 40 pm:
  lam = 0: energy -47.35281 eV, slope 3.7915 1/nm (formula 3.7795)
  lam = 1: energy -47.37044 eV, slope 4.7202 1/nm (formula 4.7243)
no test failed
```
